# Thermal excitation of positronium in spherical pores and ground-state lifetime models

## Problem

Positronium (Ps), the bound pair of an electron and a positron, is used to size the pores of low-k dielectrics: the larger the pore, the longer its triplet state lives. The simplest models put Ps in the lowest level of a spherical well.

(a) At what well radius does the first excitation energy of Ps in a closed, empty spherical pore equal \(k_BT\) at 300 K?

(b) Is this the radius at which ground-state lifetime models begin to fail? If not, where do they begin to fail, and how wrong are they at the radius found in (a)?

Take a wall layer of thickness \(\Delta=0.17\) nm, a rough empirical value, in which Ps meets the electrons of the solid.

## Solution

### The particle and its levels

Let the electron and positron have momenta \(\mathbf p_1,\mathbf p_2\) and equal masses \(m_e\). With total momentum \(\mathbf P=\mathbf p_1+\mathbf p_2\) and relative momentum \(\mathbf p=(\mathbf p_1-\mathbf p_2)/2\), we have \(\mathbf p_{1,2}=\mathbf P/2\pm\mathbf p\). The cross terms cancel in the sum:

\[
\frac{p_1^2+p_2^2}{2m_e}=\frac{P^2}{4m_e}+\frac{p^2}{m_e}.
\]

The first term is the motion of one particle of mass \(2m_e\). The second, with the Coulomb attraction, gives the internal levels. The internal 1s–2s step is 5.10 eV, far above \(k_BT=0.02585\) eV, so the excitation in question is that of the centre of mass.

We assume that the wall acts on the centre of mass as a hard sphere of radius \(R_0\). This treats Ps as a point, which is reasonable while its mean electron–positron distance, 0.159 nm, is small compared with \(R_0\).

Write the wave function as \([u(r)/r]\,Y_{lm}\) and define \(C=\hbar^2/(4m_e)=0.01905\) eV nm². Then

\[
-u''+\frac{l(l+1)}{r^2}u=k^2u,\qquad E=Ck^2,\qquad u(0)=u(R_0)=0 .
\]

Let \(x=kR_0\) at an allowed level, so that \(E=Cx^2/R_0^2\).

- For \(l=0\), \(u\propto\sin kr\), and the wall condition gives \(x=\pi,2\pi,\dots\)
- For \(l=1\), the solution regular at the origin is \(u\propto \sin q/q-\cos q\) with \(q=kr\). Differentiating twice gives \(u''=-\sin q/q-2\cos q/q^2+2\sin q/q^3+\cos q\) (derivatives in \(q\)), so \(-u''+2u/q^2=u\), as required. The wall condition is \(\tan x=x\), whose first positive root is \(x_{11}=4.4934\).

The centrifugal term grows with \(l\), so the lowest level of each \(l\) lies above that of \(l-1\). The first excited level is therefore either the lowest \(l=1\) level or the second \(l=0\) level. Since \(4.4934<2\pi\), it is the former, called 1p here; the ground level is 1s.

### (a) The crossover radius

Setting the gap equal to the thermal energy,

\[
\frac{C(x_{11}^2-\pi^2)}{R_0^2}=k_BT
\quad\Rightarrow\quad
R_0=\sqrt{\frac{\hbar^2(x_{11}^2-\pi^2)}{4m_ek_BT}} .
\]

With \(x_{11}^2-\pi^2=10.3211\),

\[
R_0=\sqrt{\frac{0.01905\times10.3211}{0.02585}}\ \text{nm}=2.76\ \text{nm}.
\]

Diagonalizing the radial equation on a grid and solving for the same equality also gives 2.76 nm.

This is the radius of the well. In the Tao–Eldrup picture the well extends beyond the empty pore by the wall layer, so the pore radius is \(R=R_0-\Delta=2.59\) nm. The well radius scales as \(T^{-1/2}\): it is 4.78 nm at 100 K and 2.39 nm at 400 K.

### (b) Populations

Assume that Ps has reached the temperature of the solid. A level of angular momentum \(l\) contains \(2l+1\) states, so

\[
p_{nl}=\frac{(2l+1)e^{-E_{nl}/k_BT}}{Z},\qquad
Z=\sum_{nl}(2l+1)e^{-E_{nl}/k_BT}.
\]

At the crossover, \(p_{1p}/p_{1s}=3/e=1.10\). The excited level already holds more Ps than the ground level. With the higher levels included, the populations are 0.34 (1s), 0.38 (1p), 0.18 (1d) and 0.10 (all others). The crossover thus marks strong mixing. To find the onset of lifetime errors, we need the annihilation rate of each level.

### Wall overlap of each level

Let \(P\) be the probability that Ps is in the wall layer, and let \(\delta=\Delta/R_0\). For the ground level, \(u=\sqrt{2/R_0}\,\sin(\pi r/R_0)\). With the distance from the wall \(s=R_0-r\),

\[
P_{1s}=\frac{2}{R_0}\int_0^\Delta\sin^2\frac{\pi s}{R_0}\,ds
=\frac1{R_0}\int_0^\Delta\left(1-\cos\frac{2\pi s}{R_0}\right)ds
=\delta-\frac{\sin2\pi\delta}{2\pi}.
\]

For any other level we need the slope of \(u\) at the wall. Write \(\Lambda=l(l+1)\), normalize \(\int_0^{R_0}u^2dr=1\), and use \(u''=(\Lambda/r^2-k^2)u\):

\[
\frac{d}{dr}(ru'^2)=u'^2+2ru'u''
=u'^2-\left(k^2r-\frac{\Lambda}{r}\right)\frac{d(u^2)}{dr}.
\]

Integrate from 0 to \(R_0\), taking the last term by parts. The boundary terms vanish because \(u(R_0)=0\) and \(u\propto r^{l+1}\) near the origin. This leaves

\[
R_0u'(R_0)^2=\int_0^{R_0}u'^2dr+\int_0^{R_0}\left(k^2+\frac{\Lambda}{r^2}\right)u^2dr .
\]

Another integration by parts gives \(\int u'^2dr=-\int uu''dr=\int(k^2-\Lambda/r^2)u^2dr\). The centrifugal terms cancel, and

\[
u'(R_0)^2=\frac{2k^2}{R_0}=\frac{2x^2}{R_0^3}.
\]

In a layer thin compared with the wavelength, \(x\delta\ll1\), we have \(u^2\approx u'(R_0)^2s^2\). Hence

\[
P_{nl}\approx\frac{2x_{nl}^2}{R_0^3}\,\frac{\Delta^3}{3}=\frac23x_{nl}^2\delta^3 .
\]

Since \(x_{nl}^2\propto E_{nl}\), the overlap with the wall is proportional to the kinetic energy, and excited levels annihilate faster there. In this limit \(\langle P\rangle/P_{1s}=\langle E\rangle/E_{1s}\), where the brackets denote the thermal average. At the crossover the energy ratio is 2.24, and the overlap ratio computed without the thin-layer approximation is 2.22.

### Lifetimes

Let \(\lambda_S=8.033\) ns⁻¹ and \(\lambda_T=0.00721\) ns⁻¹ be the singlet and triplet annihilation rates in vacuum, at lowest order in the fine-structure constant. The model assumes that triplet Ps decays at \(\lambda_T\) in the empty part of the well. In the layer, where the positron meets electrons of either spin, it uses the spin average

\[
\lambda_A=\frac{\lambda_S+3\lambda_T}{4}=2.014\ \text{ns}^{-1}.
\]

If Ps changes levels much faster than it annihilates, the populations stay thermal and the decay has a single rate,

\[
\frac1\tau=\lambda_T(1-\langle P\rangle)+\lambda_A\langle P\rangle
=\lambda_T+(\lambda_A-\lambda_T)\langle P\rangle .
\]

Without such exchange, each level would decay at its own rate and the signal would be a sum of exponentials. The numbers below assume fast exchange. Without it, the population-weighted mean lifetime at the crossover would be 76 ns rather than 71 ns, and it would fall 10% below the ground-level lifetime at a pore radius of 1.66 nm rather than 1.47 nm.

At the crossover \(\langle P\rangle=0.00339\), while \(P_{1s}=0.00153\). The thermal rate is \(0.00721+2.007\times0.00339=0.0140\) ns⁻¹, so \(\tau=71\) ns. Replacing \(\langle P\rangle\) by \(P_{1s}\) gives 0.0103 ns⁻¹, or 97 ns. The bare Tao–Eldrup form, \(1/\tau=\lambda_AP_{1s}\), also drops self-annihilation in the empty part of the pore and gives 325 ns, well above the vacuum lifetime, which is 139 ns at this order (142 ns with the first radiative correction).

The table holds \(T=300\) K and \(\Delta=0.17\) nm fixed. "Ground" means the ground level with self-annihilation included.

| Pore radius (nm) | 1s population | Bare τ (ns) | Ground τ (ns) | Thermal τ (ns) |
|---:|---:|---:|---:|---:|
| 0.50 | 1.00 | 5.2 | 5.1 | 5.1 |
| 1.00 | 0.99 | 26 | 22 | 22 |
| 1.50 | 0.83 | 73 | 48 | 43 |
| 2.00 | 0.57 | 159 | 74 | 59 |
| 2.59 | 0.34 | 325 | 97 | 71 |
| 3.00 | 0.24 | 492 | 108 | 78 |

### Where the models fail

There are two separate faults.

**Missing self-annihilation.** With Ps in the ground level, this fault does not depend on temperature. Thermal excitation raises the wall rate and so makes the omission less serious. The bare lifetime is 10% above the ground lifetime at a pore radius of 0.79 nm, and it passes the vacuum lifetime at 1.90 nm.

**Missing excited levels.** The thermal lifetime falls 10% below the ground lifetime at a pore radius of 1.47 nm. The well radius is then 1.64 nm, and the gap is \((2.758/1.64)^2\approx2.8\) times \(k_BT\). The threefold degeneracy and the larger wall overlap of the 1p level make the error appreciable well before the gap has shrunk to \(k_BT\). The thermal lifetime lies furthest below the ground one, by about 28%, near 3 to 4 nm. In larger pores both approach the vacuum lifetime, and the difference is back under 10% by 20 nm.

The answer to (b) is therefore no: in this model the crossover lies well inside the region of failure. A pore of radius 2.59 nm with the thermal lifetime of 71 ns would be read as 1.94 nm by the ground model, 25% below the true radius, and as 1.49 nm by the bare model, 42% below it.

### The two limits

In a small pore only 1s and 1p matter. To first order in the small 1p population, and with the thin-layer ratio \(P_{1p}/P_{1s}\approx x_{11}^2/\pi^2\), which requires that the pore still be large compared with the wall layer,

\[
\frac{\langle P\rangle}{P_{1s}}-1\approx p_{1p}\left(\frac{x_{11}^2}{\pi^2}-1\right)=1.05\,p_{1p}.
\]

The factor is close to one, which explains why the 1s population falls to 90% and the wall overlap rises by 10% at nearly the same pore radius, 1.34 nm.

In a large pore many levels are occupied and \(\langle E\rangle\to\tfrac32k_BT\). Then \(\langle x^2\rangle=\tfrac32k_BTR_0^2/C\), and

\[
\langle P\rangle\approx\frac23\,\frac{\Delta^3}{R_0^3}\,\frac{3k_BTR_0^2}{2C}
=\frac{k_BT\,\Delta^3}{C\,R_0}.
\]

This still needs a layer thin compared with the thermal wavelength, \(\Delta^2k_BT/C\ll1\), which holds at 300 K. Wall annihilation now falls as \(1/R_0\), the ratio of surface to volume, whereas the ground level alone gives \(1/R_0^3\). The limit is approached slowly: the full overlap exceeds it by 17% at \(R_0=5\) nm and by 7% at 10 nm. At the crossover this formula yields 0.0024 against the full 0.0034. The pore is not yet classical: its mean energy, \(2.24\times0.0247=0.055\) eV, still exceeds \(\tfrac32k_BT=0.039\) eV.

### Real low-k films

Pore radii in porous silica-like films range, roughly, from below 1 nm to a few nanometres, so both sides of the onset occur. Several idealizations can be sized:

- **Wall height.** A potential step of roughly 1 eV at the pore surface \(R\), in place of a hard wall at \(R+\Delta\), moves the crossover pore radius from 2.59 to 2.62 nm (2.56 nm for 0.5 eV, 2.66 nm for 2 eV). The lifetime is far more sensitive: with \(\lambda_A\) applied beyond the step, a pore of radius 2.59 nm gives 42, 77 and 108 ns for steps of 0.5, 1 and 2 eV, against 71 ns for the hard wall.
- **Shape.** A hard-walled cube reaches the crossover at an edge of 4.67 nm. A sphere of equal volume has radius 2.90 nm, 5% above the spherical result for the well.
- **Wall layer.** At fixed \(R_0\) the wall rate varies as \(\Delta^3\), so a 10% change in \(\Delta\) changes it by about 30%. The lifetimes depend on this calibration more than the crossover does.
- **Triplet rate.** The first radiative correction lowers \(\lambda_T\) by 2.4%, which lengthens the 71 ns lifetime by about 1%.

Connected pores break the assumption of a closed sphere. In a long channel the transverse gap equals \(k_BT\) at a well radius of 2.56 nm, but motion along a straight channel of length \(\ell\) has its own gap, \(C(2^2-1^2)\pi^2/\ell^2\). This falls below \(k_BT\) once \(\ell\) exceeds 4.67 nm, however narrow the channel. These lengthwise levels change only the overlap with the ends, not with the side wall, so their effect on the lifetime is small. In a closed cylinder with lengths from 2.5 to 50 nm it is about 2% or less at a well radius of 0.8 nm and about 5% or less at 1.2 nm. Ps may also escape through open pores into vacuum, where its lifetime no longer measures the pore. The radii found here therefore apply to closed, nearly round pores containing thermalized Ps. The numerical output below lists the main values used.

## Calculated quantities

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
hbar^2/(4 m_e): 0.01905 eV nm^2
Roots: x10 = 3.1416, x11 = 4.4934, x12 = 5.7635, x20 = 6.2832
x11^2 - pi^2: 10.3211
Crossover well radius, formula: 2.758 nm
Crossover well radius, diagonalization: 2.758 nm
Wall layer (rough input): 0.17 nm
Crossover pore radius: 2.588 nm
Ground energy at crossover: 0.02472 eV
First excited energy at crossover: 0.05057 eV
At crossover, populations:
  1s 0.343, 1p 0.379, 1d 0.179, all others 0.099
  ratio 1p/1s: 1.104
  partition sum relative to ground level: 2.914
  mean energy / ground energy: 2.241
  thermal / ground wall overlap: 2.215
  ground wall overlap: 0.00153
  thermal wall overlap: 0.00339
Singlet rate: 8.033 1/ns
Triplet rate: 0.00721 1/ns
Layer rate (spin average): 2.014 1/ns
Triplet vacuum lifetime: 138.7 ns
Lifetimes in ns: bare Tao-Eldrup, ground+self, thermal
  pore 0.50 nm: 5.2, 5.1, 5.1; 1s population 1.000
  pore 1.00 nm: 25.7, 21.7, 21.5; 1s population 0.989
  pore 1.50 nm: 73.0, 48.0, 42.8; 1s population 0.828
  pore 2.00 nm: 158.9, 74.2, 58.5; 1s population 0.570
  pore 2.50 nm: 294.8, 94.4, 69.7; 1s population 0.370
  pore 2.59 nm: 324.7, 97.3, 71.4; 1s population 0.343
  pore 3.00 nm: 492.2, 108.3, 78.1; 1s population 0.243
Pore radii at which:
  ground population is 90%: 1.34 nm
  ground population is 50%: 2.15 nm
  thermal overlap is 10% above ground: 1.34 nm
  thermal lifetime is 10% below ground+self: 1.47 nm
  bare lifetime is 10% above ground+self: 0.79 nm
  bare lifetime equals the vacuum lifetime: 1.90 nm
Crossover pore read from its thermal lifetime:
  by ground+self model: 1.94 nm
  by bare Tao-Eldrup model: 1.49 nm
Neglected effects:
  wall height (rough input): 1.0 eV
  penetration depth: 0.138 nm
  crossover pore radius, finite wall: 2.618 nm
  cube edge at crossover: 4.67 nm
  sphere radius of equal volume: 2.90 nm
  channel radius, transverse gap = kT: 2.56 nm
  crossover well radius at 100 K: 4.78 nm
  crossover well radius at 400 K: 2.39 nm
  internal 1s-2s energy: 5.10 eV
  mean electron-positron distance: 0.159 nm
  first radiative shift of triplet rate: -2.4 %
```
